# Why a solid Lewis adduct's vapour pressure is lowest without excess

## The ideal vapour above the solid

Q: I have a solid built from a Lewis acid A and a Lewis base B, one molecule of each per formula unit. It sits in an evacuated vessel at a fixed temperature. The vapour contains the intact adduct AB, but also some free A and free B. Suppose I let in a little extra base. It should push the free acid back into the adduct, so might the total pressure fall?

A: Two things happen at once: some free acid disappears, and some of the added base stays in the vapour. To weigh them we need to know which pressures are free to change and which are tied down. Let $g$ be the partial pressure of AB, and $a$ and $b$ those of free A and free B. I assume for now that the vapour is a mixture of ideal gases, that these three are its only species, and that some solid AB of fixed one-to-one composition is present. The total pressure is then

$$P=g+a+b.$$

Q: I would have guessed that all three change when base is added. Why should any of them be tied down?

A: Take the adduct first. At fixed temperature and volume, equilibrium means that the Helmholtz energy $F$ is stationary. If $dn$ moles of AB pass from the solid to the vapour, then

$$dF=(\mu_{AB}-\mu_s)\,dn,$$

where $\mu_{AB}$ and $\mu_s$ are the molar chemical potentials of AB in the vapour and in the solid. The transfer can go either way, so a stationary $F$ requires $\mu_{AB}=\mu_s$.

For an ideal gas the molar volume is $RT/p$, with $R$ the gas constant and $T$ the temperature. Since $(\partial\mu/\partial p)_T$ equals the molar volume, integration from a standard pressure $p^\circ$ gives

$$\mu_i=\mu_i^\circ+RT\ln\frac{p_i}{p^\circ}.$$

In an ideal mixture each species obeys this law with its own partial pressure $p_i$. Setting $\mu_{AB}=\mu_s$ and solving for the pressure,

$$g=p^\circ e^{-\Delta G_{sub}/RT},\qquad \Delta G_{sub}=\mu_{AB}^\circ-\mu_s.$$

Nothing on the right depends on how much free acid or base there is. A pure solid of fixed composition has no composition variable through which an excess could act on $\mu_s$.

Q: But the solid also feels the total pressure, and you have just said that the total pressure may change.

A: That is a real dependence. A solid of molar volume $v$ gains $v\,dP$ in chemical potential when the pressure rises by $dP$. I leave it out in this half because $v$ is far smaller than the molar volume of a thin vapour. The second half puts it back and gives its size.

Q: Then $g$ is a constant at fixed temperature. What about the other two?

A: They are linked by the gas reaction $\mathrm{AB}\rightleftharpoons\mathrm{A}+\mathrm{B}$. Let $dn$ moles dissociate. Then $dF=(\mu_A+\mu_B-\mu_{AB})\,dn$, and equilibrium requires $\mu_A+\mu_B=\mu_{AB}$. Inserting the ideal-gas potentials,

$$\mu_A^\circ+\mu_B^\circ-\mu_{AB}^\circ+RT\ln\frac{a}{p^\circ}+RT\ln\frac{b}{p^\circ}-RT\ln\frac{g}{p^\circ}=0.$$

The three logarithms combine into $RT\ln[ab/(g\,p^\circ)]$. With $\Delta G_{dis}=\mu_A^\circ+\mu_B^\circ-\mu_{AB}^\circ$ this becomes

$$\frac{ab}{g}=\kappa,\qquad \kappa=p^\circ e^{-\Delta G_{dis}/RT}.$$

The constant $\kappa$ is a pressure, because one molecule turns into two. Since $g$ is itself constant while solid is present, the product

$$ab=K,\qquad K=g\kappa$$

is constant too. Two unknown pressures and one relation leave one quantity free. We may choose $a$; then $b=K/a$ follows.

Q: So extra base raises $b$ and lowers $a$, as I expected. You still have not told me what happens to their sum.

A: The sum can be separated into a constant and a square. Expanding the square of a difference of roots,

$$(\sqrt a-\sqrt b)^2=a+b-2\sqrt{ab}=a+b-2\sqrt K.$$

Solve this for $a+b$ and add $g$:

$$P=g+2\sqrt K+(\sqrt a-\sqrt b)^2.$$

The first two terms do not change at fixed temperature. The last cannot be negative, and it vanishes when $a=b$ and for no other pair of positive pressures. The lowest total pressure is therefore

$$P_{min}=g+2\sqrt K,\qquad a=b=\sqrt K.$$

If your vessel began at equal free pressures, extra base raises the total pressure. If it began with an excess of acid, a small addition of base lowers it.

Q: That is quick. I am more used to setting a derivative to zero. Does it agree?

A: Put $b=K/a$ into the total pressure, so that $P=g+a+K/a$. Then

$$\frac{dP}{da}=1-\frac{K}{a^2},\qquad \frac{d^2P}{da^2}=\frac{2K}{a^3}.$$

The first derivative vanishes at $a=\sqrt K$, and the relation $b=K/a$ then gives $b=\sqrt K$. The second derivative is positive for every $a>0$, so this is a minimum and there is no other. The square reaches the same conclusion and also shows how far above the minimum any other state lies.

Q: I can follow the algebra, but I do not see the physical reason. Why should equality be special, when the acid and the base are different molecules?

A: A fixed product ties their relative changes together. From $ab=K$ we have $\ln a+\ln b=\ln K$, and hence

$$\frac{da}{a}+\frac{db}{b}=0.$$

If $a$ rises by one per cent, $b$ falls by one per cent, to first order. One per cent of the larger pressure is more than one per cent of the smaller. Writing $da=a\,d\ln a$ and $db=-b\,d\ln a$ gives

$$dP=da+db=(a-b)\,d\ln a.$$

When acid is in excess, lowering $a$ removes more acid than it adds base, and the total falls. The gain ends when the two pressures are equal. The chemical difference between A and B enters through $K$, which sets how large the equal pressures are. It does not favour either species in the sum, since an ideal gas exerts pressure by the number of its molecules.

Q: Who sets the ratio $a/b$ in practice? I can load a vessel, but I cannot turn a knob marked $a$.

A: The loading does it. Let $N_A$ and $N_B$ be the total moles of A and B in the vessel, counted in every form, and let $n_s$ be the moles of solid. With vapour volume $V$, the ideal-gas law gives

$$N_A=n_s+\frac{V}{RT}(g+a),\qquad N_B=n_s+\frac{V}{RT}(g+b).$$

Subtracting removes the solid and the intact adduct, because each contains equal amounts of A and B:

$$\delta\equiv a-b=\frac{RT}{V}(N_A-N_B).$$

So $\delta$ is the excess of acid expressed as a pressure. A negative value means an excess of base. If you load pure adduct into an evacuated vessel and nothing else enters or leaves, $N_A=N_B$ and $\delta=0$. Such a vessel sits at the pressure minimum without any adjustment.

Q: Can you then give the pressures in terms of the loading?

A: Yes. The square of a sum and the square of a difference are related by

$$(a+b)^2=(a-b)^2+4ab=\delta^2+4K.$$

Both pressures are positive, so we take the positive root:

$$a+b=\sqrt{\delta^2+4K},\qquad P=g+\sqrt{\delta^2+4K}.$$

Adding $a-b=\delta$ to the first relation and halving gives $a$; subtracting and halving gives $b$:

$$a=\tfrac12\left(\sqrt{\delta^2+4K}+\delta\right),\qquad b=\tfrac12\left(\sqrt{\delta^2+4K}-\delta\right).$$

The total pressure depends on $\delta^2$, so equal excesses of acid and of base raise it equally in this ideal model.

Q: I should like numbers. What would a volatile solid adduct look like?

A: Take round model parameters at $T=330$ K: a sublimation enthalpy of 65 kJ/mol, a gas dissociation enthalpy of 88 kJ/mol, and an entropy change of 160 J/(mol K) for each process. The standard pressure is 1 bar, or 750.06 Torr. From $\Delta G=\Delta H-T\Delta S$,

$$\Delta G_{sub}=65-330\times0.160=12.2\ \text{kJ/mol},$$

$$\Delta G_{dis}=88-330\times0.160=35.2\ \text{kJ/mol}.$$

With $RT=2.744$ kJ/mol, the pressures are

$$g=750.06\,e^{-12.2/2.744}=8.79\ \text{Torr},$$

$$\kappa=750.06\,e^{-35.2/2.744}=0.00201\ \text{Torr}.$$

Their product is $K=0.0177$ Torr², and its root is $\sqrt K=0.133$ Torr. The lowest total pressure is

$$P_{min}=8.791+2\times0.133=9.06\ \text{Torr},$$

or about 1210 Pa. The formulas for $a$, $b$ and $P$ then give the following, with all entries in Torr. The third decimal serves to compare states within the model and does not express how well a real adduct is known.

| $a-b$ | $a$ | $b$ | $P$ |
|---:|---:|---:|---:|
| −1.0 | 0.017 | 1.017 | 9.826 |
| −0.2 | 0.066 | 0.266 | 9.124 |
| 0 | 0.133 | 0.133 | 9.057 |
| 0.2 | 0.266 | 0.066 | 9.124 |
| 1.0 | 1.017 | 0.017 | 9.826 |

Q: In the first row I added base worth 1 Torr to the balanced vessel, yet the pressure rose by 0.769 Torr. Where did the rest go?

A: Into the solid. The free acid fell from 0.133 to 0.017 Torr, a loss of 0.116 Torr. Each acid molecule lost took one base molecule with it, so the base rose by $1-0.116=0.884$ Torr. The adduct they formed could not raise $g$, which the solid holds fixed, and so it condensed. The net change is $0.884-0.116=0.768$ Torr, which agrees with 0.769 within the rounding of the entries.

Q: How sharp is the minimum? A small error in loading might matter a great deal.

A: For a small excess, expand the root. Since $\sqrt{1+x}\approx1+x/2$ for small $x$,

$$\sqrt{\delta^2+4K}=2\sqrt K\sqrt{1+\frac{\delta^2}{4K}}\approx2\sqrt K+\frac{\delta^2}{4\sqrt K}.$$

Thus $P-P_{min}\approx\delta^2/(4\sqrt K)$ when $|\delta|\ll2\sqrt K$. The pressure is flat to first order, and the second derivative with respect to $\delta$ is $1/(2\sqrt K)=3.76$ Torr⁻¹ here. At a given $g$, an adduct that dissociates less in the vapour has a smaller $K$, and its minimum is narrower in $\delta$.

In the opposite limit, $|\delta|\gg2\sqrt K$, the root is close to $|\delta|$. The excess component then has a pressure near $|\delta|$, and the scarce one has a pressure near $K/|\delta|$. For an excess of 1 Torr this estimate gives 0.0177 Torr for the scarce component, against 0.0174 Torr from the full formula.

Q: Here is an objection to the whole idea. If I enlarge the vessel enough, all the solid evaporates and the pressure can be as low as I like. Is your minimum then false?

A: It is a minimum among states in which solid is present, and that condition cannot be dropped. Suppose pure adduct has evaporated completely. Let $c$ be its total amount in the vapour expressed as a pressure, $c=g'+a$, with $a=b$ and a new adduct pressure $g'$. The gas reaction still requires $a^2=\kappa g'$, so

$$c=\frac{a^2}{\kappa}+a.$$

Both terms grow with $a$. Solid first disappears at $c=g+\sqrt K$. Further expansion lowers $c$, hence also $a$ and $g'=a^2/\kappa$, and the total $g'+2a$ drops below $P_{min}$. The proof does not apply there, because neither the adduct pressure nor the product $ab$ is held constant.

Q: And if the excess component condenses by itself?

A: Then another condensed phase is present, and it fixes a further chemical potential. The curve $P(\delta)$ ends where that phase appears. The same caution holds if the excess dissolves in the solid or turns part of it into a liquid solution: $\mu_s$ then depends on composition, and $g$ is no longer constant. The result compares equilibrium states at one temperature, over one pure solid.

## Oligomers, imperfect gases and a real source

Q: Let me set down what we have. The partial pressures of AB, A and B are $g$, $a$ and $b$. At fixed temperature, with ideal vapour and pure solid present, $g$ and $K=ab$ are constant. The total is $P=g+a+b$, and its minimum is $g+2\sqrt K$ at $a=b$. The excess $\delta=a-b$ is set by the loading. For the model at 330 K, $g=8.79$ Torr, $\sqrt K=0.133$ Torr and $P_{min}=9.06$ Torr. Now my difficulty: some Lewis acids pair up in the vapour. Does equality survive?

A: Not as an equality of monomer pressures. Let A form a dimer, $2\mathrm A\rightleftharpoons\mathrm A_2$. Equilibrium requires $\mu_{A_2}=2\mu_A$. Each ideal-gas potential contains the logarithm of its pressure, so the dimer pressure is proportional to the square of the monomer pressure:

$$p_{A_2}=Da^2.$$

The constant $D$ has the unit of inverse pressure and depends on temperature. From here on, $a$ means the pressure of the acid monomer. The relations that fixed $g$ and $ab=K$ involve the monomer and are unchanged, so

$$P=g+a+\frac{K}{a}+Da^2.$$

Differentiate and set the result to zero:

$$1-\frac{K}{a^2}+2Da=0.$$

Multiplying by $a$ and using $K/a=b$ gives

$$a+2Da^2=b.$$

The second derivative, $2K/a^3+2D$, is positive for all $a>0$, so this is again the one minimum.

Q: Why is there a factor of two? The dimer contributes $Da^2$ to the pressure, not $2Da^2$.

A: The condition counts acid units, and each dimer holds two. Repeat the balance of matter with the dimer included:

$$\frac{RT}{V}(N_A-N_B)=a+2Da^2-b.$$

The minimum is where this difference vanishes. The vapour as a whole then contains as much A as B, which is the composition of the solid. Equality of $a$ and $b$ was the form this condition took when each free molecule carried one unit.

Q: Would the difference be large enough to notice?

A: That depends on $Da$. Keep $g$ and $K$ as before and let a model acid have $D=10$ Torr⁻¹. This value is chosen to make the effect plain and is not assigned to a named compound. Multiplying the minimum condition by $a$ gives

$$2Da^3+a^2=K.$$

Its positive root, found numerically, is $a=0.0819$ Torr. The other pressures follow:

$$Da^2=0.067\ \text{Torr},\qquad b=\frac Ka=0.216\ \text{Torr}.$$

The acid counted in monomer units is $0.082+2\times0.067=0.216$ Torr, equal to the base. The monomer pressure alone is less than half of $b$, and the combined pressure of monomer and dimer, 0.149 Torr, is still about 31 per cent below $b$. The total is

$$P=8.791+0.082+0.067+0.216=9.16\ \text{Torr}.$$

If we imposed $a=b=0.133$ Torr instead, the dimer would add $10\times0.01768=0.177$ Torr to the earlier 9.057 Torr, making 9.23 Torr. Equal monomer pressures therefore miss the minimum by about 0.08 Torr in this example.

Q: What if there are trimers too, or if the adduct itself forms dimers?

A: For an acid oligomer with $n$ units, the same argument gives a pressure $D_na^n$. Its derivative multiplied by $a$ is $nD_na^n$, so the condition becomes

$$a+\sum_{n\ge2}nD_na^n=b.$$

Each oligomer is weighted by the number of acid units it holds. An adduct dimer $(\mathrm{AB})_2$ behaves differently. Its chemical potential is $2\mu_{AB}$, which the solid fixes. Its pressure is therefore constant: it raises the whole curve and leaves the position of the minimum alone.

Q: Does the match with the composition of the solid also hold for other stoichiometries?

A: It does for an ideal vapour over a solid AB$_m$, if the vapour holds only intact AB$_m$ and free monomers A and B. There $ab^m$ is constant, so $da/a=-m\,db/b$. At a stationary total, $da=-db$. Substituting gives

$$-\frac{db}{a}=-m\frac{db}{b},\qquad\text{so}\qquad b=ma.$$

With $C$ denoting the constant $ab^m$, the sum of free pressures is $b+C/b^m$, which has a positive second derivative, so the point is a minimum. The free components then stand in the ratio found in the solid. Equal pressures belong to the one-to-one case.

Q: I am still uneasy about the ideal gas. Molecules of A and B will attract the adduct to different degrees. That ought to break the symmetry.

A: It breaks the symmetry of the chemical potentials, but the condition can be stated in a form that survives. We need a relation that holds in any uniform gas. Its Gibbs energy is $G=\sum_i n_i\mu_i$, so

$$dG=\sum_i n_i\,d\mu_i+\sum_i\mu_i\,dn_i.$$

At fixed temperature we also have $dG=V\,dP+\sum_i\mu_i\,dn_i$. Equating the two expressions and dividing by $V$ gives the Gibbs–Duhem relation,

$$dP=\sum_i c_i\,d\mu_i,$$

where $c_i=n_i/V$ is a concentration. No ideal-gas law has been used.

Q: You promised to bring back the pressure on the solid.

A: This is the place for it. Let the vapour be the sole source of pressure, and let $v$ be the molar volume of the solid. Then $d\mu_s=v\,dP$. The two equilibria, followed along the curve of changing excess, require

$$d\mu_{AB}=v\,dP,\qquad d\mu_A+d\mu_B=v\,dP.$$

Insert $d\mu_{AB}=v\,dP$ and $d\mu_B=v\,dP-d\mu_A$ into the Gibbs–Duhem relation:

$$dP=c_{AB}v\,dP+c_A\,d\mu_A+c_B(v\,dP-d\mu_A).$$

Collect the terms in $dP$ on the left:

$$[1-v(c_{AB}+c_B)]\,dP=(c_A-c_B)\,d\mu_A.$$

In a thin vapour the bracket is close to one and positive. The total pressure is then stationary where $c_A=c_B$. It is a minimum if $c_A-c_B$ passes from negative to positive as $\mu_A$ increases. This is so in the ideal gas, where $a$ rises and $b$ falls, and weak interactions do not reverse it.

Q: Concentrations, then, and not pressures. Has the original statement failed?

A: It depends on what partial pressure means in an imperfect gas. If it means mole fraction times total pressure, equal concentrations give equal partial pressures, and the statement stands. If one uses fugacities, it does not stand in general. The fugacity $f_i$ is defined by $\mu_i=\mu_i^\circ+RT\ln(f_i/p^\circ)$, and it includes the interactions.

Q: How different are the fugacities in the example?

A: Use a virial gas cut off after pair interactions:

$$P=RT\Big(\sum_i c_i+\sum_{ij}B_{ij}c_ic_j\Big).$$

The matching chemical potential has $\ln f_i=\ln(RTc_i)+2\sum_jB_{ij}c_j$, with $f_i$ and $RTc_i$ in the same pressure unit. To see that the two fit together, form $\sum_i c_i\,d\mu_i$ and use $B_{ij}=B_{ji}$; the result is $dP$, as Gibbs–Duhem requires. At $c_A=c_B$ the difference of the logarithms is

$$\ln\frac{f_A}{f_B}=2\sum_j(B_{Aj}-B_{Bj})c_j.$$

As rough model inputs take, in cm³/mol, $-2000$ for A–A, $-800$ for B–B, $-4000$ for AB–AB, $-1000$ for A–B, $-3000$ for A–AB and $-1500$ for B–AB. The adduct is the most abundant species, with $c_{AB}\approx g/RT=0.427$ mol/m³. Its term alone gives

$$2(-3000+1500)\times10^{-6}\times0.427=-0.0013.$$

The full numerical minimization, with all pairs and a solid volume of 200 cm³/mol, also gives $-0.0013$. At the minimum the fugacity of the acid is thus about 0.13 per cent below that of the base, while their concentrations are equal.

Q: Does the minimum pressure itself move?

A: It rises by 0.18 per cent relative to the ideal value, from 9.057 to 9.073 Torr. The adduct accounts for most of this. The solid fixes the adduct's fugacity, apart from the small effect of pressure. With $B$ denoting its own virial coefficient, constant fugacity makes $c_{AB}$ larger by a fraction near $-2Bc_{AB}$, since $B$ is negative. The virial term in the pressure takes back half of that gain. The net fraction is

$$-Bc_{AB}=4000\times10^{-6}\times0.427=0.0017.$$

The compression of the solid by its own vapour is smaller still. It raises $g$ by the factor $e^{vP/RT}$, a change of 0.009 per cent.

Q: My source is not a closed evacuated vessel. A carrier gas passes over the solid, and a controller holds the total pressure. What can be lowest if the total is fixed?

A: The sum of the precursor pressures, $S=g+a+b$. With an ideal carrier and a fixed overall pressure, the chemical potential of the solid is constant. Both $g$ and $K$ are then constants, and the completed square shows that $S$ is lowest at $a=b$. The carrier does compress the solid. At one atmosphere, with $v=200$ cm³/mol, the shift is

$$\frac{vP}{RT}=\frac{200\times10^{-6}\times101325}{2744}=0.0074.$$

It raises $g$ by 0.74 per cent. Since $\mu_A+\mu_B=\mu_{AB}$, the product $ab$ rises by the same factor, and the condition $a=b$ is unchanged.

Q: Would a flowing source keep the excess with which it was loaded?

A: Not if the excess is in the vapour. Let pure carrier enter, let the gas be well mixed and in equilibrium with the solid, and let it leave at a volume rate $w$. Intact adduct removes A and B equally, so the difference changes through the free components:

$$\frac{d(N_A-N_B)}{dt}=-\frac{w}{RT}(a-b).$$

Using $N_A-N_B=V\delta/RT$ on the left, with the vapour volume $V$ taken as constant while the solid is slowly used up, gives

$$\frac{d\delta}{dt}=-\frac wV\delta,\qquad \delta(t)=\delta(0)e^{-wt/V}.$$

Under these conditions the source drifts towards $a=b$, and $S$ falls towards its minimum. Excess held in the solid or in a liquid would be a further reservoir, and this simple decay would not describe it.

Q: Does the example resemble any material that someone would use?

A: It is a model and does not stand for a particular compound. Its round inputs describe a solid that gives several Torr of mostly intact adduct. The free acid is taken as monomeric in the vapour, which is why the dimer example was kept separate. The model also assumes that the adduct is still solid at 330 K, and that the free acid and the free base are volatile enough for an excess of 1 Torr to stay in the vapour. Both assumptions must be checked for any real adduct. A real source departs from the model through its carrier gas and its imperfect temperature control. The first, through its compression of the solid alone, moves $g$ by the 0.74 per cent found above for one atmosphere. A temperature error of 1 K has a larger effect than this compression: a rise of that size raises the model's $P_{min}$ by 7.5 per cent. Interaction of the carrier with the vapour is not included in that figure and can be as large: at one atmosphere the carrier concentration is about 37 mol/m³, so an assumed carrier–adduct virial coefficient of $-100$ cm³/mol raises $g$ by a further $-2Bc\approx0.7$ per cent. Irreversible decomposition, uptake of excess by the solid and incomplete saturation of the flow are not included either, and I have no size for them here.

Q: Why is the temperature effect so large?

A: The enthalpies that set the temperature dependence of both constants are much larger than $RT$. With the enthalpies and entropies held fixed, $\ln g$ changes with temperature at the rate

$$\frac{d\ln g}{dT}=\frac{\Delta H_{sub}}{RT^2}=\frac{65000}{8.314\times330^2}=0.072\ \text{K}^{-1}.$$

The adduct makes up most of the total, so $P_{min}$ changes at a similar rate. The free pressures rise somewhat faster: $K=g\kappa$ contains both enthalpies, and its root has an effective enthalpy of $(65+88)/2=76.5$ kJ/mol.

Q: Then could I find the balanced composition by adding base and watching for the lowest pressure?

A: In principle, at constant temperature and with time to reach equilibrium. In the closed model vessel, an excess of 0.2 Torr raises the pressure by 0.067 Torr, or 0.74 per cent. A temperature rise of about 0.1 K does the same. To detect that excess from the total pressure, the temperature would have to be held appreciably better than 0.1 K. The free pressures are a more sensitive sign: the same excess makes one of them four times the other.

Q: How much should I trust the value of $\sqrt K$ itself?

A: No more than the free energies behind it. Since $\sqrt K$ contains $e^{-\Delta G_{dis}/2RT}$, an error of 5 kJ/mol in $\Delta G_{dis}$ changes it by a factor

$$e^{5/(2\times2.744)}\approx2.5.$$

The free pressures at the minimum could then be 0.05 or 0.33 Torr instead of 0.133 Torr. Their equality does not depend on that number. It rests on a pure one-to-one solid in equilibrium with a dilute vapour in which the free acid and the free base are monomers and no mixed species of another composition is present. A gaseous $\mathrm{AB}_2$, for example, has a pressure proportional to $b$ and carries one extra unit of base, so the minimum moves to $a=b+p_{AB_2}$. In the model, 0.011 Torr of it makes $a$ about 9 per cent larger than $b$. The minimum still lies where the vapour as a whole has the composition of the solid.

Numbers in the example were calculated in double precision.
